# Zeroth-order selection rules for g-type and f-type phonon scattering in silicon, part 1

(Sections cited here and not found follow in the second part.)

## 1. The coupling operator and g-type scattering

### A chain that already shows the g-type rule

Consider identical atoms on a line at \(x_n=nb\), with \(b=a/4\). An electron state obeys \(\psi_k(x+b)=e^{ikb}\psi_k(x)\). Displace the atoms by \(u_n=u\,e^{iqx_n}\). To first order in \(u\), the change of potential obeys \(\delta V_q(x+b)=e^{iqb}\delta V_q(x)\). Shifting the integration variable by \(b\) in the matrix element gives

\[
M=\int\psi_{k'}^*\,\delta V_q\,\psi_k\,dx=e^{i(k-k'+q)b}M .
\]

Hence \(M=0\) unless \(q=k'-k\) modulo \(2\pi/b=4(2\pi/a)\).

Now describe the same chain with two atoms per cell, of length \(a/2\). Wavevectors differing by \(2(2\pi/a)\) then count as equal. For scattering from \(k_0\) to \(-k_0\), with \(k_0=0.85\) in units of \(2\pi/a\), the transfer is \(-1.7\), which reduces to \(\bar q=0.3\). Since \(2(2\pi/a)x_n=n\pi\),

\[
e^{iqx_n}=e^{i\bar qx_n}(-1)^n .
\]

Neighbouring atoms move in opposite phase on top of the slow wave. This is the optical pattern. The acoustic pattern at the same reduced wavevector has \(q=0.3\) in the one-atom description, and the first equation forbids it.

Silicon viewed along a cubic axis is a stack of atomic planes spaced by \(a/4\). No pure translation that advances by one plane carries the whole crystal into itself, but a shift of \(a/4\) along the axis combined with a quarter turn about a suitably placed axis does. The derivation below shows that this screw operation does the work of the short translation.

### Statement and assumptions

Silicon has six conduction valleys at \(\pm k_0\) on the cubic axes. A g-type process joins opposite valleys; an f-type process joins valleys on different axes. "Zeroth order" means that the matrix element is evaluated with both states exactly at valley minima. The result is:

- g-type: LO is allowed; LA, both TA and both TO vanish.
- f-type: the two \(\Sigma_1\) modes are allowed, namely LA and one TO; the other four vanish.

The assumptions are a perfect diamond crystal, a nondegenerate valley with \(1/2<k_0<1\), no spin-orbit coupling, no magnetic order, and a potential change linear in the displacements. Symmetry decides which couplings may be nonzero. It doesn't fix their size.

Hartree atomic units are used. Wavevector components in brackets are in units of \(2\pi/a\).

### Crystal operations

Sublattice A occupies the lattice points \(\mathbf R\), and B occupies \(\mathbf R+\boldsymbol\tau\), with \(\boldsymbol\tau=(a/4)(1,1,1)\). An operation \(S=\{R|\mathbf t\}\) sends \(\mathbf r\) to \(R\mathbf r+\mathbf t\).

The rotations and reflections that permute the four bonds of an A atom form the tetrahedral group. They have \(\mathbf t=0\) and keep each sublattice. Inversion about a bond centre, \(\mathbf r\to\boldsymbol\tau-\mathbf r\), exchanges the sublattices. Multiplying it by the tetrahedral operations gives the other half of the group, all with \(\mathbf t=\boldsymbol\tau\) and all exchanging A and B.

For a wavevector along \(x\), the operations that leave it fixed are:

- with \(\mathbf t=0\): the identity, the twofold rotation \(C_{2x}\), and the two diagonal mirrors such as \(y\leftrightarrow z\);
- with \(\mathbf t=\boldsymbol\tau\): the two fourfold screws \(C_{4x}^{\pm1}\) and the glides that reverse \(y\) or \(z\).

### Electron states

Operations act on functions by \((S\psi)(\mathbf r)=\psi(S^{-1}\mathbf r)\). If \(R\mathbf k=\mathbf k\) and the band is nondegenerate, \(S\psi_{\mathbf k}\) is a multiple of \(\psi_{\mathbf k}\). Write it as

\[
S\psi_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf t}\,\chi(S)\,\psi_{\mathbf k}.
\]

The split is useful because a product of two operations has translation \(\mathbf t_1+R_1\mathbf t_2\), and \(\mathbf k\cdot R_1\mathbf t_2=\mathbf k\cdot\mathbf t_2\). The exponentials therefore multiply among themselves, and the \(\chi\) form an ordinary one-dimensional representation of the point group. For the groups used here such characters are \(\pm1\). The label \(\Delta_1\) means \(\chi=1\) throughout. The label \(\Delta_2'\) means \(-1\) for the screws and glides and \(+1\) for the rest.

### The phonon operator

Let atom \(j\), at \(\mathbf r_j\) on sublattice \(\kappa\), move by \(\mathbf e_\kappa e^{i\mathbf q\cdot\mathbf r_j}\). The phase contains the true atomic position, not merely the cell position. With \(\mathbf V_j=\partial V/\partial\mathbf u_j\), the coupling operator is

\[
O_{\mathbf q}[e]=\sum_j e^{i\mathbf q\cdot\mathbf r_j}\,\mathbf e_\kappa\cdot\mathbf V_j .
\]

Each component of \(\mathbf V_j\) is Hermitian and unchanged by time reversal. It may be nonlocal and may include static screening, because the screened ground-state potential is carried along when the atoms are carried along.

Apply \(S\). The atom at \(\mathbf r_j\) goes to \(\mathbf r_{j'}=R\mathbf r_j+\mathbf t\), and its displacement vector is rotated. For \(R\mathbf q=\mathbf q\),

\[
\mathbf q\cdot\mathbf r_j=\mathbf q\cdot R^{-1}(\mathbf r_{j'}-\mathbf t)=\mathbf q\cdot\mathbf r_{j'}-\mathbf q\cdot\mathbf t ,
\]

so the new pattern is again a wave with wavevector \(\mathbf q\):

\[
S\,O_{\mathbf q}[e]\,S^{-1}=e^{-i\mathbf q\cdot\mathbf t}\,O_{\mathbf q}[e'],\qquad \mathbf e'_{S\kappa}=R\,\mathbf e_\kappa .
\]

Here \(S\kappa\) is the sublattice to which \(\kappa\) is sent. For a nondegenerate mode \(e'=\chi_{\rm ph}(S)e\).

### The unitary rule

Let \(M=\langle\psi_{\mathbf k'}|O_{\mathbf q}|\psi_{\mathbf k}\rangle\) with the unreduced wavevector \(\mathbf q=\mathbf k'-\mathbf k\). If \(S\) fixes both \(\mathbf k\) and \(\mathbf k'\), it fixes \(\mathbf q\). Inserting \(S^{-1}S\) on both sides of the operator gives

\[
M=e^{i(\mathbf k'-\mathbf q-\mathbf k)\cdot\mathbf t}\,\chi'\chi_{\rm ph}\chi\,M=\chi'\chi_{\rm ph}\chi\,M .
\]

The exponent vanishes because \(\mathbf q\) has not been reduced. A nonzero \(M\) requires \(\chi'\chi_{\rm ph}\chi=1\).

For opposite valleys take \(\psi_{-\mathbf k}=T\psi_{\mathbf k}\), where \(T\) is time reversal, here complex conjugation. It commutes with \(S\), so

\[
S\psi_{-\mathbf k}=T(e^{-i\mathbf k\cdot\mathbf t}\chi\psi_{\mathbf k})=e^{+i\mathbf k\cdot\mathbf t}\chi\,\psi_{-\mathbf k}.
\]

Thus \(\chi'=\chi\), their product is 1, and the phonon must have \(\chi_{\rm ph}=1\). The sign of \(\chi\) has dropped out: a \(\Delta_2'\) valley would obey the same rule as a \(\Delta_1\) valley.

### Applying it to g-type scattering

Take \(\mathbf k=(k_0,0,0)\), \(\mathbf k'=-\mathbf k\) and \(\mathbf q=(-2k_0,0,0)\). All operations listed for the \(x\) axis fix both valleys.

The rotation \(C_{2x}\) keeps the sublattices and reverses every transverse displacement. Since \(M\) is linear in \(e\), a transverse pattern gives \(M=-M=0\). This removes both TA and both TO modes, including any combination within a degenerate pair.

Two longitudinal patterns remain. The screw \(C_{4x}\) keeps the \(x\) component and exchanges the sublattices. It commutes with the lattice dynamics, so the longitudinal modes are \(e_B=e_A\), with \(\chi_{\rm ph}=+1\), and \(e_B=-e_A\), with \(\chi_{\rm ph}=-1\). The first is allowed and the second is forbidden.

To name the allowed mode, reduce the wavevector: \(\bar{\mathbf q}=\mathbf q+\mathbf G\) with \(\mathbf G=(2,0,0)\), so \(\bar q=2-2k_0\). The displacements themselves are unchanged, which requires

\[
\bar{\mathbf e}_\kappa=\mathbf e_\kappa\,e^{-i\mathbf G\cdot\mathbf r_j}.
\]

The factor is 1 on A. On B it is \(e^{-i\mathbf G\cdot\boldsymbol\tau}\), with

\[
\mathbf G\cdot\boldsymbol\tau=2\,\frac{2\pi}{a}\,\frac a4=\pi ,
\]

and hence equals \(-1\). The allowed mode has \(\bar e_B=-\bar e_A\). As \(\bar q\to0\), the in-phase pattern becomes a uniform translation of zero frequency, so it is LA. The out-of-phase pattern is LO. The characters change in the same way: equating \(e^{-i\mathbf q\cdot\mathbf t}\chi_{\rm ph}\) with \(e^{-i\bar{\mathbf q}\cdot\mathbf t}\bar\chi_{\rm ph}\) gives \(\bar\chi_{\rm ph}=e^{i\mathbf G\cdot\mathbf t}\chi_{\rm ph}\), which is \(-1\) for screws and glides. The allowed LO mode is therefore \(\Delta_2'\) at \(\bar q\).

The condition \(k_0>1/2\) matters. For \(k_0<1/2\) the transfer \(2k_0\) already lies inside the zone, no \(\mathbf G\) is added, and the allowed in-phase mode is LA. At \(k_0=1\) the valleys reach the zone boundary, where bands join and the assumption of a nondegenerate state fails.

### From matrix element to deformation potential

For \(N\) cells of two atoms of mass \(m_a\), and \(\sum_\kappa|\mathbf e_\kappa|^2=1\), the zero-point amplitude multiplying \(M\) is \((2Nm_a\omega)^{-1/2}\). Transport codes usually write the same amplitude as \(D(2\rho\Omega\omega)^{-1/2}\), with mass density \(\rho\) and crystal volume \(\Omega\). Since \(\rho\Omega=2Nm_a\),

\[
\frac{|M|}{\sqrt{2Nm_a\omega}}=\frac{D}{\sqrt{4Nm_a\omega}}
\quad\Longrightarrow\quad D=\sqrt2\,|M| .
\]

### A model crystal: g-type numbers

The rules can be confronted with a model that has the diamond space group but isn't a prediction for silicon. It has \(a=10\) bohr, atomic mass \(50000\,m_e\), and a local pseudopotential with form factors \(-0.11\), \(0.02\) and \(0.04\) Ha at \(|\mathbf G|^2=3,8,11\). The form factor is interpolated smoothly through these values, with \(-0.3\) Ha at zero wavevector and zero from \(|\mathbf G|^2=16\) upward. The shape of the bands depends only on the values at reciprocal lattice vectors, but the couplings also sample the interpolated values, so their sizes depend on this choice. Each atom carries its potential rigidly, and the lattice has bond-stretching and bond-bending springs of 0.100 and 0.006 Ha/bohr². No selection rule is imposed on the matrix elements. The valley states use 129 plane waves. Enlarging the basis to 440 moves some couplings by a unit or two in the third digit, for example the g-type LO value from 0.0999 to 0.1000 Ha/bohr and the f-type TO value from 0.0709 to 0.0710, and leaves \(k_0\) and the vanishing entries unchanged. The coupling operator was tested against finite displacements of one sublattice, with a largest error of \(2.7\times10^{-8}\) Ha/bohr.

The valley lies at \(k_0=0.855\), and its characters are all \(+1\), so it is \(\Delta_1\). The reduced phonon wavevector is \(2-2(0.855)=0.290\). The results are:

| mode | \(\omega\) (mHa) | \(D\) (Ha/bohr) |
|---|---|---|
| TA (two) | 0.455 | below \(10^{-15}\) |
| LA | 0.680 | \(1.8\times10^{-15}\) |
| LO | 2.530 | 0.0999 |
| TO (two) | 2.531 | below \(10^{-14}\) |

The small entries are rounding noise. The LO value corresponds to \(|M|=0.0999/\sqrt2=0.0706\) Ha/bohr, and \(D=5.14\times10^8\) eV/cm. Because this model has all the symmetries assumed, its nonzero LO coupling also proves that no further consequence of those symmetries forbids LO.

LO and TO are separated by only about 0.001 mHa here. An implementation should identify LO by its polarization, not by its place in a frequency list.

## 2. f-type scattering and the limits of the rules

### Symbols and results carried over

The valleys lie at distance \(k_0\) along the cubic axes, in units of \(2\pi/a\). Atoms A and B are separated by \(\boldsymbol\tau=(a/4)(1,1,1)\). A phonon moves the atom at \(\mathbf r_j\) by \(\mathbf e_\kappa e^{i\mathbf q\cdot\mathbf r_j}\), and \(O_{\mathbf q}[e]\) is the resulting first-order change of potential. The matrix element is \(M=\langle\psi_{\mathbf k'}|O_{\mathbf q}|\psi_{\mathbf k}\rangle\) with the unreduced \(\mathbf q=\mathbf k'-\mathbf k\), and \(D=\sqrt2|M|\).

An operation \(S=\{R|\mathbf t\}\) has \(\mathbf t=0\) if it keeps the sublattices and \(\mathbf t=\boldsymbol\tau\) if it exchanges them. With the factors \(e^{-i\mathbf k\cdot\mathbf t}\) and \(e^{-i\mathbf q\cdot\mathbf t}\) removed, its characters are \(\chi,\chi'\) for the initial and final electron and \(\chi_{\rm ph}\) for the phonon. If \(S\) fixes both valleys, \(M\) can be nonzero only when \(\chi'\chi_{\rm ph}\chi=1\). For g-type scattering this leaves LO alone.

### What the glide plane allows

Take \(\mathbf k=(k_0,0,0)\), \(\mathbf k'=(0,k_0,0)\) and \(\mathbf q=(-k_0,k_0,0)\). Apart from the identity, the one point operation that fixes both valleys is the reflection \(z\to-z\). It occurs as the glide \(\{\sigma_z|\boldsymbol\tau\}\), which exchanges A and B.

The two electron characters are equal. To see this, use the mirror \(U:x\leftrightarrow y\), which has \(\mathbf t=0\), carries \(\mathbf k\) to \(\mathbf k'\), leaves \(\boldsymbol\tau\) unchanged and commutes with the glide. The state \(U\psi_{\mathbf k}\) therefore has the same glide eigenvalue as \(\psi_{\mathbf k}\). Since \(\mathbf k\cdot\boldsymbol\tau=\mathbf k'\cdot\boldsymbol\tau\), removing the exponential leaves \(\chi'=\chi\). The phonon must have \(\chi_{\rm ph}(\sigma_z)=+1\).

Resolve displacements along \(L\parallel(-1,1,0)\), \(P\parallel(1,1,0)\) and \(z\). The glide exchanges the sublattices and reverses \(z\). Its even patterns are \(L\) in phase, \(P\) in phase, and \(z\) out of phase. Three of the six modes survive, one more than the stated result.

At the valley minima, symmetry leaves only LO for g-type scattering, and the glide plane leaves three of the six modes for f-type scattering. It remains to find the condition that removes one of those three, and to see how the rules change away from the minima or when symmetry is lost.

Numerical values quoted here were computed with a short program.
